# Why Weakly Coupled Ferroelectric Cells Reverse More Easily One by One

Take a row of 20 ferroelectric cells, 10 nm long, in a field that favours reversal. If all cells reverse together, the row must climb 8.12 eV. If they reverse one after another from one end, the highest point of the path lies at 0.43 eV. Doubling the row to 40 cells raises the first number to 16.24 eV and leaves the second unchanged. The cells, the field and the coupling are the same in both cases, so the difference must come from the path.

## The model

Cell $i$ has a reduced polarization $p_i$, near $-1$ before reversal and near $+1$ after it. The energy of a row with free ends is

$$E=\sum_{i=1}^{N}W(p_i)+\frac{k}{2}\sum_{i=1}^{N-1}(p_{i+1}-p_i)^2,\qquad W(p)=E_b(1-p^2)^2-Fp .$$

Here $E_b$ is the barrier of one cell at zero field, $k\ge 0$ couples neighbours, and $F\ge 0$ is the cell dipole times the electric field. All barriers are measured from the unswitched state.

The example uses round parameters: $E_b=0.50$ eV, $k=0.05$ eV, a cubic cell of side 0.5 nm, a polarization of 50 uC/cm2 and a field of 2.5 MV/cm. The dipole is polarization times cell volume, $0.5\times1.25\times10^{-28}=6.25\times10^{-29}$ C m. Multiplied by the field, this gives $F=0.0975$ eV.

## First contribution: the cell's own barrier

The stationary points of $W$ satisfy

$$W'(p)=4E_b\,p(p^2-1)-F=0 .$$

The first term has its local maximum at $p=-1/\sqrt3$, where it equals $8E_b/(3\sqrt3)$. For smaller $F$ there are three roots: the wells $p_-$ and $p_+$, and the top $p_t$ between them. In the example they are $-0.975$, $1.023$ and $-0.049$. The barrier of one cell in the field is

$$b=W(p_t)-W(p_-).$$

For small $F$ it can be expanded. The curvature of $W$ is $8E_b$ at the wells and $-4E_b$ at the top, so a linear term $-Fp$ lowers the well by $F^2/(16E_b)$ and raises the top by $F^2/(8E_b)$, besides the direct shift $+F$ of the initial well. Hence

$$b\simeq E_b-F+\frac{3F^2}{16E_b}=0.500-0.0975+0.0036=0.406\ \text{eV},$$

which agrees with the value from the numerical roots.

In uniform reversal all $p_i$ equal the same $p$. Every difference in the coupling term vanishes, and the energy is $N[W(p)-W(p_-)]$. Its maximum is $Nb$, or $20\times0.4061=8.12$ eV. Coupling adds nothing; the whole cost comes from having 20 cells on their tops at once.

## Second contribution: the boundary

Now let one cell move while those to its left are at $p_+$ and those to its right at $p_-$. With $x=p_+-p\ge0$ and $y=p-p_-\ge0$, its two bonds cost

$$\frac{k}{2}(x^2+y^2)=\frac{k}{2}\left[(x+y)^2-2xy\right]\le\frac{k}{2}(p_+-p_-)^2\equiv w .$$

The quantity $w$ is the energy of a sharp boundary at rest, 0.100 eV here. An end cell has one bond, which also costs at most $w$.

Cells already switched do not raise the energy. Since $p_+$ is the lowest point to the right of $p_t$, and $-p_-$ also lies there,

$$W(p_+)\le W(-p_-)=W(p_-)+2Fp_-\le W(p_-).$$

The moving cell itself contributes at most $b$. The sequential path therefore never rises above $b+w$, whatever $N$ is.

A lower limit holds for every continuous path. Some cell must be the first to reach $p_t$. At that moment all others are still at $p\le p_t$, where $W(p)\ge W(p_-)$, and the bonds cost at least zero. The lowest possible barrier $B$ thus obeys

$$b\le B\le b+w .$$

In the example this means $0.406\le B\le0.506$ eV. Sequential reversal is certain to win when $Nb>b+w$, that is, when $N>1+w/b=1.25$. Two cells suffice.

## Where the 0.43 eV comes from

When the end cell stands at $p_t$, its single bond costs

$$\frac{k}{2}(p_t-p_-)^2=0.025\times0.926^2=0.0214\ \text{eV},$$

giving $0.4061+0.0214=0.4275$ eV. The bond also tilts the top, with slope $k(p_t-p_-)=0.0463$ eV against a curvature of about $-1.94$ eV. This moves the maximum slightly and raises it by $0.0463^2/(2\times1.94)\simeq0.0006$ eV, to 0.428 eV.

Later cells cannot exceed this. Each switched cell has gained about $2F=0.195$ eV, so the second cell's path stays below $-0.195+0.406+0.100=0.311$ eV, and later ones lie lower still. The first cell sets the barrier, and it does not know how long the row is.

Its neighbour can also yield a little. It feels a force of about $0.05\times0.95=0.048$ eV against a stiffness of about 3.8 eV, which lowers the energy by $0.048^2/(2\times3.8)\simeq0.0003$ eV. The saddles found by Newton's method, with all cells free to adjust, confirm this small change. The contributions for $N=20$, in eV, are:

| Contribution | Uniform | Sequential |
|---|---:|---:|
| Cell barriers at zero field | 10.00 | 0.500 |
| Effect of the field | −1.88 | −0.094 |
| Bonds | 0 | +0.022 |
| Relaxation of neighbours | not applied | −0.0003 |
| Barrier | 8.12 | 0.428 |

The bonds are the price of sequential reversal. They cost 0.022 eV and save 19 cell barriers, or 7.72 eV.

Once the boundary exists, coupling even helps. A resting boundary costs 0.100 eV, but with the next cell at its top the two bonds cost only $0.025\times(1.072^2+0.926^2)=0.050$ eV. The step barrier in mid-row, measured from the preceding minimum, is 0.358 eV after relaxation, below the single-cell value of 0.406 eV.

## Isolating the cause: blocks

Let the row switch in blocks of $g$ cells, each block moving as one. When the first block reaches $p_t$, it costs at least $gb$. The boundary argument above still applies, because bonds inside a block vanish, so the barrier lies between $gb$ and $gb+w$. Along these paths the barriers are 0.43, 0.83, 1.65, 4.08 and 8.12 eV for $g=1$, 2, 4, 10 and 20. Field, coupling and row length are fixed; the number of cells on top together is what changes, and each extra one costs about $b$.

At 300 K the difference of 7.69 eV between the uniform and relaxed sequential barriers corresponds to a ratio of Boltzmann factors of about $10^{-129}$. This is not a ratio of rates, since prefactors are left out, but no plausible prefactor would compensate for it.

## When uniform reversal survives

The condition $(N-1)b>w$ is sufficient, not necessary. A sharper criterion comes from small deviations $u_i$ about the uniform top. The coupling gives the restoring term $k(2u_i-u_{i-1}-u_{i+1})$, with free ends expressed by $u_0=u_1$ and $u_{N+1}=u_N$. The patterns $u_i=\cos[\pi m(i-\tfrac12)/N]$ satisfy both end conditions, and $u_{i-1}+u_{i+1}=2\cos(\pi m/N)\,u_i$. The curvatures are therefore

$$\lambda_m=W''(p_t)+4k\sin^2\frac{\pi m}{2N},\qquad m=0,\dots,N-1 .$$

The pattern $m=0$ is the uniform motion, with $\lambda_0<0$. If $\lambda_1$ is negative too, the path can be pushed sideways along $m=1$ near the top, which lowers its highest point. A cheaper, non-uniform path then exists whenever

$$4k\sin^2\frac{\pi}{2N}<|W''(p_t)| .$$

In the example $|W''(p_t)|$ is about 2.0 eV and $4k$ is 0.2 eV, so all 20 curvatures are negative.

At zero field $|W''(0)|=4E_b$, and for two cells the condition becomes $k<2E_b$. Take $k=1.5E_b$ and let the cells pass through $(d,-d)$ instead of $(0,0)$. The energy is $2E_b(1-d^2)^2+2kd^2$, smallest at $d^2=1-k/(2E_b)=1/4$, where it equals $1.875E_b=0.938$ eV. The uniform value is 1.000 eV. A numerical search that raises an energy level until the initial and final states become connected, without assuming a route, finds the same 0.938 eV. At $k=3E_b$ it finds 1.000 eV: two strongly coupled cells gain nothing by separating.

With three cells and the same $k=3E_b$, the condition is $k<4E_b$ and holds again. The search gives 1.438 eV against 1.500 eV. Strong coupling delays the advantage to longer rows, and near the threshold the gain is small.

## What "bounded" refers to

At zero field the wells are at $\pm1$, and a moving cell inside the row costs

$$E_b(1-p^2)^2+\frac{k}{2}\left[(1-p)^2+(1+p)^2\right]=E_b(1-p^2)^2+k(1+p^2).$$

This is convex in $p^2$, so its maximum is the larger of $E_b+k$ (at $p=0$) and $2k$ (at $p=\pm1$). An end cell costs no more. For $k<E_b$ and at least three cells, the barrier of this unrelaxed path is $E_b+k=0.55$ eV, still independent of length. The field is not needed for the bound.

A ring has no free end, so reversal creates two boundaries and the bound becomes $b+2w=0.606$ eV. The actual sequential path reaches 0.451 eV, because the first cell pays for two partly stretched bonds.

Width matters more. In a sheet $M$ cells wide, with the same coupling in both directions, let columns switch cell by cell at zero field. While an interior cell stands at $p=0$, its four bonds cost $2k$ in all, and the other $M-1$ rows each carry a boundary of energy $2k$. For $M\ge3$ and $k\le E_b/2$ the highest point lies at $p=0$, and the barrier is

$$E_b+2k+2k(M-1)=E_b+2kM .$$

This gives 0.90 eV for $M=4$ and 1.30 eV for $M=8$. At zero field the barrier of this path is independent of the sheet's length but grows with its width. In the field of the example it is 0.451 eV for widths of 2, 4 and 8 alike. After the corner cell, each further cell adds at most one boundary bond, about 0.10 eV, and gains about 0.195 eV from the field.

## Beside a real hafnia capacitor

The polarization and the field are rough values in the regime of ferroelectric hafnia. The cell barrier and the coupling are illustrative choices; in the real crystal both depend on the switching route and on the orientation of the boundary. The polarization is nearer to that of an ideal crystal than to the smaller switchable value of typical films, and the field is typical of device operation. Uniform reversal without any barrier would need $F=8E_b/(3\sqrt3)=0.77$ eV, or 19.7 MV/cm, far above a rough breakdown field of 5 MV/cm.

One interaction omitted within the row is the dipole force beyond nearest neighbours, estimated here with the polarization perpendicular to the row. For point dipoles in a medium of permittivity 30, a crude picture, two adjacent cells interact with 0.058 eV, which is as large as $k$ but favours opposite neighbours. That nearest-neighbour part is taken to be absorbed in the model, as a negative contribution to $k$ and a change of the cell energy. Adding the more distant pairs lowers the unrelaxed barriers to 7.93 and 0.417 eV. Parallel dipoles side by side repel, so both paths gain when polarization is reduced, and the comparison stands.

For thermal estimates, let four oxygen atoms move 0.03 nm per unit of $p$. The well curvature then gives an attempt frequency $\nu=12.5$ THz, and the waiting time is roughly $e^{B/k_BT}/\nu$, with the relaxed sequential barrier used for $B$. For a start at one given end in the field, this is about 1 µs at 300 K and 0.08 µs at 358 K, with $E_b$ held fixed. A row can also start at its other end or at an inner cell, where the barrier is only about 0.02 eV higher, so the first of the 20 cells reverses about ten times sooner, in roughly 0.1 µs at 300 K, and most often inside the row. Tunnelling would take over only below about 70 K. At 300 K its leading correction at the barrier top raises the rate by about 9%, and the quantum motion in the well raises it by roughly a further 18%.

At zero field the same estimate, with the highest saddle of the path (0.549 eV), gives 0.1 ms. The end cell alone crosses at 0.525 eV, in about 0.05 ms. The boundary must then pass many saddles of nearly equal height and often turns back, so full reversal takes about 1 ms when all starting points are allowed, and about 3 ms from one given end. An isolated row with these parameters would lose its state almost at once and could not serve as a memory. One assumption that a real film breaks is isolation: its rows have neighbours on all sides. With nearest-neighbour coupling alone, widening the sheet from one row to eight raises the zero-field barrier of the cell-by-cell path from 0.55 to 1.30 eV, but adds little in the field of the example. The omitted dipole forces can undo the zero-field rise. For polarization normal to a sheet 12 cells long and eight wide, adding the more distant pairs in the same crude picture lowers the highest point of this path to 0.47 eV above the unswitched state, and a central cell can start at about 0.38 eV. These are barriers to leaving the uniform state, not to reversing it. A boundary now lowers the energy, the path sinks about 2 eV into a partly switched state, and the unscreened sheet breaks into domains. Electrodes screen such forces in a capacitor, by an amount not computed here, so the model does not settle whether width protects a stored state. The model therefore shows why weakly coupled cells need not reverse all together. It does not establish how boundaries move in real hafnia, and it does not predict the switching time or retention of a device.
